# Franz-Keldysh absorption below a direct gap from Airy functions

**Q:** A photon with energy below the gap cannot lift an electron across it. A static field tilts both bands by the same amount, so the vertical gap is the same at every point. Why should absorption appear at all?

**A:** Because the electron and hole need not end up at the same point. Separated along the field by a distance $d$, the pair gains electrostatic energy $eFd$, which can pay for the missing photon energy. Absorption still requires the pair wave function to be nonzero at zero separation, where the light creates the pair. The task is to calculate that amplitude.

The model has two parabolic, isotropic bands with a direct, dipole-allowed gap $E_g$, a constant momentum matrix element $M$ and a uniform field $F$. It omits electron-hole attraction, phonons and disorder. I take $e>0$, so the electron has charge $-e$.

**Q:** Then say first how absorption follows from a wave function at zero separation. I want the factors of two.

**A:** Let the optical vector potential be $A_0\cos\omega t$. The coupling is $(e/m_0)\mathbf A\cdot\mathbf p$, and the half of the cosine that absorbs a photon gives each vertical transition at wavevector $\mathbf k$ the amplitude $eA_0M/(2m_0)$. The photon momentum is neglected.

A pair state with relative wave function $\phi_\nu=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ collects these amplitudes with weights $c^*_{\mathbf k}$. Since $\sum_{\mathbf k}c_{\mathbf k}=\sqrt V\phi_\nu(0)$, its squared coupling is $(eA_0M/2m_0)^2\,V|\phi_\nu(0)|^2$. With two equal spin channels, the golden rule gives the rate per volume

$$W=\frac{2\pi}{\hbar}\left(\frac{eA_0M}{2m_0}\right)^2 2S(\varepsilon),\qquad S(\varepsilon)=\sum_\nu|\phi_\nu(0)|^2\,\delta(\varepsilon-\varepsilon_\nu),$$

where $\varepsilon=\hbar\omega-E_g$. The optical field amplitude is $\omega A_0$, so in a medium of index $n$ the intensity is $I=nc\varepsilon_0\omega^2A_0^2/2$. The absorption coefficient is absorbed power per volume over intensity:

$$\alpha=\frac{\hbar\omega W}{I}=\frac{\pi\omega e^2A_0^2M^2S/m_0^2}{nc\varepsilon_0\omega^2A_0^2/2}=\frac{2\pi e^2M^2}{nc\varepsilon_0m_0^2\omega}\,S(\varepsilon).$$

All the field dependence kept here is in $S$.

**Q:** You have two particles with two masses. What equation does $\phi$ obey?

**A:** With $F$ along $+z$, the electron has potential energy $+eFz_e$ and the hole $-eFz_h$. The sum depends on $z=z_e-z_h$ alone, so the centre of mass feels no force, and its momentum stays zero after a vertical transition. The remaining kinetic energy contains the reduced mass, $1/\mu=1/m_e+1/m_h$:

$$\left(-D\nabla^2+eFz\right)\phi=\varepsilon\phi,\qquad D=\frac{\hbar^2}{2\mu}.$$

The motion across the field is free. Along it, at longitudinal energy $E$, we have $-D\phi''+eFz\phi=E\phi$. Put $x=z/l-E/\theta$ and choose $l$ and $\theta$ so that $D/l^2=eFl=\theta$. This means

$$l=\left(\frac{D}{eF}\right)^{1/3},\qquad \theta=\left[D(eF)^2\right]^{1/3}.$$

Then $D\phi''=\theta\,\phi_{xx}$ and $eFz-E=\theta x$, which leaves Airy's equation, $\phi_{xx}=x\phi$. The solution that decays into the barrier at large positive $x$ is

$$\mathrm{Ai}(x)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(q^3/3+qx)}\,dq.$$

**Q:** That state extends to infinity on one side. How do you normalize it?

**A:** Per unit energy. The Fourier transform of $\mathrm{Ai}(x-p)$ is $e^{iq^3/3-iqp}$. In the overlap of two shifted functions the cubic phases cancel, so

$$\int\mathrm{Ai}(x-p)\,\mathrm{Ai}(x-p')\,dx=\delta(p-p').$$

With $x=z/l$ and $p=E/\theta$, the integral over $z$ brings a factor $l$, and $\delta\big((E-E')/\theta\big)=\theta\,\delta(E-E')$ brings $\theta$. Therefore

$$\phi_E(z)=\frac{1}{\sqrt{l\theta}}\,\mathrm{Ai}\!\left(\frac zl-\frac E\theta\right),\qquad |\phi_E(0)|^2=\frac{\mathrm{Ai}^2(-E/\theta)}{l\theta}.$$

**Q:** In a band diagram I would draw one Airy function for the electron and another for the hole, each with its own mass. Does that picture agree with your single function?

**A:** It does. Let the electron turn back at $z=a$ and the hole at $z=b$. Their wave functions are $\mathrm{Ai}((z-a)/l_e)$ and $\mathrm{Ai}((b-z)/l_h)$, with $l_{e,h}^3=\hbar^2/(2m_{e,h}eF)$. The two arguments before scaling add up to $b-a$, so the overlap is a convolution. The Fourier transform of $\mathrm{Ai}(z/l_e)$ is $l_ee^{ik^3l_e^3/3}$, and likewise for the hole. Multiplying the transforms adds the cubes of the lengths:

$$\int\mathrm{Ai}\!\left(\frac{z-a}{l_e}\right)\mathrm{Ai}\!\left(\frac{b-z}{l_h}\right)dz=\frac{l_el_h}{l}\,\mathrm{Ai}\!\left(\frac{b-a}{l}\right),$$

$$l^3=l_e^3+l_h^3=\frac{\hbar^2}{2eF}\left(\frac1{m_e}+\frac1{m_h}\right)=\frac D{eF}.$$

The longitudinal energies are $eFa$ and $-eFb$, with sum $E=-eF(b-a)$. Thus $(b-a)/l=-E/\theta$, the same argument as before. Direct quadrature with unequal masses confirms the identity to rounding error.

**Q:** So far you have motion along one axis. The crystal has three.

**A:** The transverse motion adds an energy $E_t=Dk_\perp^2$. Because $d^2k_\perp=\pi\,d(k_\perp^2)$, its density of states per area is $\pi/[(2\pi)^2D]=1/(4\pi D)$. For total energy $\varepsilon$, the longitudinal part is $\varepsilon-E_t$. Define the deficit $\Delta=E_g-\hbar\omega=-\varepsilon$ and $\eta=\Delta/\theta$, and substitute $t=(E_t+\Delta)/\theta$:

$$S=\int_0^\infty\frac{dE_t}{4\pi D}\,\frac{\mathrm{Ai}^2\big((E_t+\Delta)/\theta\big)}{l\theta}=\frac1{4\pi Dl}\int_\eta^\infty\mathrm{Ai}^2(t)\,dt.$$

The integral is elementary, because $\mathrm{Ai}''=t\,\mathrm{Ai}$ gives

$$\frac{d}{dt}\left[t\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right]=\mathrm{Ai}^2+2t\,\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'\mathrm{Ai}''=\mathrm{Ai}^2.$$

The bracket vanishes at infinity. Using $Dl=l^3\theta$,

$$S=\frac{\mathrm{Ai}'^2(\eta)-\eta\,\mathrm{Ai}^2(\eta)}{4\pi l^3\theta}.$$

This holds within the model for either sign of $\Delta$. Two independent calculations test it. Diagonalizing the field Hamiltonian on a grid reproduces the Airy combination for $\eta$ between 0.5 and 4, with a largest relative error of $3\times10^{-4}$. A time integral of the uniform-field propagator reproduces $S$, prefactor included, on both sides of the gap.

**Q:** If I switch the field off, do I recover the ordinary square-root edge?

**A:** Above the gap, set $y=-\eta=\varepsilon/\theta$ and let $y$ grow. With $\chi=\tfrac23y^{3/2}+\pi/4$, the standard oscillatory forms are $\mathrm{Ai}\simeq\pi^{-1/2}y^{-1/4}\sin\chi$ and $\mathrm{Ai}'\simeq-\pi^{-1/2}y^{1/4}\cos\chi$. Then $\mathrm{Ai}'^2+y\,\mathrm{Ai}^2\to\sqrt y/\pi$. Since $l^3\theta^{3/2}=(l^2\theta)^{3/2}=D^{3/2}$,

$$S\to\frac{\sqrt{\varepsilon/\theta}}{4\pi^2l^3\theta}=\frac{\sqrt\varepsilon}{4\pi^2D^{3/2}}.$$

Direct counting of $\mathbf k$ states gives the same: $\frac{k^2}{2\pi^2}\frac{dk}{d\varepsilon}=\frac{k}{4\pi^2D}$ with $k=\sqrt{\varepsilon/D}$.

At the gap itself $\eta=0$ and $S=\mathrm{Ai}'^2(0)\sqrt\theta/(4\pi D^{3/2})$. The edge absorption therefore grows as $\sqrt\theta\propto F^{1/3}$, with no exponential. The tail is a statement about $\eta\gg1$, not about every energy below $E_g$.

**Q:** For large $\eta$ I would insert the leading decaying forms of $\mathrm{Ai}$ and $\mathrm{Ai}'$. Then I get zero.

**A:** You do: $\mathrm{Ai}'^2$ and $\eta\,\mathrm{Ai}^2$ share the leading term $\sqrt\eta\,e^{-4\eta^{3/2}/3}/(4\pi)$. The tail is what survives the cancellation. It is safer to return to $\int_\eta^\infty\mathrm{Ai}^2dt$, whose integrand is positive.

Shift the contour of the Airy integral to $q=i\sqrt t+s$. Expanding the phase,

$$\frac{iq^3}3+iqt=\left(\frac{t^{3/2}}3-its-\sqrt t\,s^2+\frac{is^3}3\right)+\left(-t^{3/2}+its\right).$$

The linear terms cancel, leaving

$$\mathrm{Ai}(t)=\frac{e^{-2t^{3/2}/3}}{2\pi}\int_{-\infty}^{\infty}e^{-\sqrt t\,s^2+is^3/3}\,ds.$$

The Gaussian alone gives $\sqrt\pi\,t^{-1/4}$. In the expansion of $e^{is^3/3}$ the odd term integrates to zero and the next is $-s^6/18$. The Gaussian average of $s^6$ is $15/(8t^{3/2})$, so the relative correction is $-15/(144t^{3/2})=-5/(48t^{3/2})$. Squaring doubles it:

$$\mathrm{Ai}^2(t)=\frac{G(t)}{4\pi\sqrt t}\left[1-\frac5{24t^{3/2}}+\dots\right],\qquad G(t)=e^{-4t^{3/2}/3}.$$

**Q:** Now the integral over transverse energy, please, including the correction.

**A:** Use $G'=-2\sqrt t\,G$ and integrate by parts:

$$\int_\eta^\infty\frac{G}{\sqrt t}\,dt=\int_\eta^\infty\frac{-G'}{2t}\,dt=\frac{G(\eta)}{2\eta}-\frac12\int_\eta^\infty\frac{G}{t^2}\,dt.$$

The same step gives $\int_\eta^\infty G\,t^{-2}dt\simeq G(\eta)/(2\eta^{5/2})$. This integral enters with weight $-\tfrac12$ from the integration by parts and $-\tfrac5{24}$ from $\mathrm{Ai}^2$, in total $-\tfrac{17}{24}$. Hence

$$\mathrm{Ai}'^2-\eta\,\mathrm{Ai}^2=\frac{e^{-4\eta^{3/2}/3}}{8\pi\eta}\left[1-\frac{17}{24\,\eta^{3/2}}+\dots\right].$$

The leading form is also an upper bound for every $\eta>0$. The phase $e^{is^3/3}$ can only reduce the Gaussian integral, and the term dropped in the integration by parts is negative.

**Q:** Put the physical quantities back. Where is the promised power $3/2$?

**A:** From $\theta^{3/2}=eF\sqrt D$ and $\sqrt D=\hbar/\sqrt{2\mu}$,

$$\frac43\eta^{3/2}=\frac{4\Delta^{3/2}}{3eF\sqrt D}=\frac BF,\qquad B=\frac{4\sqrt{2\mu}\,\Delta^{3/2}}{3e\hbar}.$$

The prefactor becomes $\frac1{4\pi l^3\theta}\cdot\frac{\theta}{8\pi\Delta}=\frac{eF}{32\pi^2D\Delta}$. Replacing $D$ by $\hbar^2/2\mu$, and $\eta^{3/2}$ by $3B/(4F)$ in the correction,

$$S=\frac{\mu eF}{16\pi^2\hbar^2\Delta}\,e^{-B/F}\left[1-\frac{17F}{18B}+\dots\right].$$

Multiplication by $2\pi e^2M^2/(nc\varepsilon_0m_0^2\omega)$ gives the absorption tail. At fixed $\Delta>0$ it vanishes faster than any power of $F$ as $F\to0$, so an expansion in powers of the field misses it at every order.

**Q:** Can I understand the exponent without Airy functions?

**A:** Yes, as tunnelling. At zero separation the pair lacks an energy $\Delta$. Pulled apart by a distance $d$ in the favourable direction, it lacks $\Delta-eFd$, and the barrier ends at $d=\Delta/eF$. The decay constant is $\sqrt{(\Delta-eFd)/D}$. A probability carries twice the action:

$$2\int_0^{\Delta/eF}\sqrt{\frac{\Delta-eFd}{D}}\,dd=\frac2{\sqrt D}\cdot\frac{2\Delta^{3/2}}{3eF}=\frac BF.$$

One power of $\Delta$ comes from the barrier length and half a power from the decay constant.

The prefactor has a reading too. Transverse energy raises the deficit, and $\mathrm{Ai}^2$ falls by a factor $e$ over about $\theta/(2\sqrt\eta)$. Multiplying $G/(4\pi\sqrt\eta)$ by the dimensionless width $1/(2\sqrt\eta)$ gives $G/(8\pi\eta)$.

**Q:** Give me numbers, and tell me whether a modulator works where the simple exponential is valid.

**A:** Take round model parameters: $E_g=0.80$ eV, $m_e=0.05\,m_0$, $m_h=0.20\,m_0$, $n=3.5$ and $M^2/m_0=4$ eV. Then $\mu=(0.05\times0.20/0.25)\,m_0=0.04\,m_0$ and $D=0.9525$ eV nm². A field of 100 kV/cm means $eF=0.01$ eV/nm, so

$$\theta=(0.9525\times10^{-4})^{1/3}\ \text{eV}=45.7\ \text{meV},\qquad l=(95.25)^{1/3}\ \text{nm}=4.57\ \text{nm}.$$

For a deficit of 50 meV, $\eta=50/45.67=1.095$. The field scale is

$$B=\frac{4(0.05)^{3/2}}{3\sqrt{0.9525}}\ \text{V/nm}=0.01527\ \text{V/nm}=152.7\ \text{kV/cm},$$

so $B/F=1.527$. The table compares the full Airy formula with the leading tail.

| $\Delta$ (meV) | $F$ (kV/cm) | $\eta$ | $\alpha$, Airy (cm⁻¹) | $\alpha$, tail (cm⁻¹) |
|---|---|---|---|---|
| 50 | 50 | 1.74 | 8.39 | 10.5 |
| 50 | 100 | 1.095 | 66.9 | 96.6 |
| 100 | 50 | 3.48 | 0.0192 | 0.0211 |
| 100 | 100 | 2.19 | 2.67 | 3.17 |

At 50 meV and 100 kV/cm the tail is 44% above the Airy value. At 100 meV and 50 kV/cm the excess is 10%, but the absorption is then very small. In this example the simple exponential is inaccurate where the absorption is appreciable. Both columns omit electron-hole attraction, which matters more here than the difference between them.

**Q:** Why not just keep the $17/24$ correction?

**A:** It helps only once $\eta$ is large enough. At $\eta=4$ the ratio of the Airy result to the leading tail is 0.925, and the corrected tail predicts 0.911. At $\eta=1$ the ratio is 0.670 while the correction predicts 0.292, slightly further from the truth than no correction at all. The expansion is asymptotic in $\eta^{-3/2}$, and at $\eta=1$ that parameter is not small.

The cancellation also shows in the numbers. For 100 meV and 100 kV/cm,

$$\mathrm{Ai}'^2-\eta\,\mathrm{Ai}^2=(1.688-1.484)\times10^{-3}=2.04\times10^{-4},$$

about an eighth of the first term.

**Q:** What contrast would a device have?

**A:** Consider a length $L=200$ µm, light fully confined to the absorbing region, and switching between 50 and 100 kV/cm at a deficit of 50 meV. In decibels the loss is $10\,\alpha L/\ln10=4.343\,\alpha L$:

$$4.343\times66.94\times0.02=5.81\ \text{dB},\qquad 4.343\times8.39\times0.02=0.73\ \text{dB}.$$

Within this model, which omits electron-hole attraction, the extinction ratio is 5.1 dB. This is not a prediction for a real device: the attraction raises both losses several-fold, and their difference with them. Moving to 100 meV would raise the ratio of the two absorption coefficients from $66.94/8.39=8.0$ to $2.674/0.01917=139$, but the high-field absorption would fall to 2.67 cm⁻¹, and a much longer device would be needed. The choice of photon energy trades contrast per unit loss against length.

**Q:** Suppose I measure $\alpha(F)$ at fixed photon energy and plot $\ln\alpha$ against $1/F$. Is the slope $-B$?

**A:** Not at finite field. The prefactor contains $F$, so plot $\ln(\alpha/F)$. With $u=1/F$, the tail gives

$$\ln\frac\alpha F=\text{const}-Bu-\frac{17}{18Bu}+\dots,\qquad \frac{d}{du}\ln\frac\alpha F=-B+\frac{17F^2}{18B}+\dots$$

For $\Delta=100$ meV, $B=432.0$ kV/cm. The slope magnitude from the full formula is 431.3 kV/cm at $F=20$ kV/cm and 418.4 kV/cm at $F=100$ kV/cm. At the higher field the first correction alone would predict $432-22=410$ kV/cm, so further terms already count.

If you plot $\ln\alpha$ instead, the extra $\ln F=-\ln u$ adds $-1/u=-F$ to the slope. At 100 kV/cm the magnitude becomes 518 kV/cm. Read as $B$, this is 20% too large, and because $\mu\propto B^2$, the inferred reduced mass is 44% too large.

**Q:** Where should I stop trusting the model?

**A:** Several limits follow from its assumptions.

- The field must be uniform over a region well beyond the tunnelling length $\Delta/eF$, which is 5 to 20 nm in the table. A narrow quantum well has discrete levels and needs a different calculation.
- Electron-hole attraction raises the pair density at zero separation and can create exciton lines. Its effect is not confined to the edge: it also lowers the tunnelling barrier. For the parameters used here, with a dielectric constant near 12, it raises the tail absorption several-fold and makes the slope of $\ln(\alpha/F)$ against $1/F$ less steep. The absolute values above, and a reduced mass read from a measured slope, need this correction.
- Disorder and phonons can leave absorption below the gap even without the field. They also broaden the field-induced edge, so the two contributions do not simply add. If the zero-field tail falls as $e^{-\Delta/E_0}$, with $E_0$ a constant energy, it falls more slowly than $e^{-B/F}$ at large $\Delta$, but it need not overtake it within the range $\Delta\ll E_g$. The two exponents become equal at $\Delta=(3eF\sqrt D/4E_0)^2$, which scales as $F^2$. With $E_0=8$ meV this is 0.84 eV at 100 kV/cm, more than the gap, but 0.21 eV at 50 kV/cm and only 33 meV at 20 kV/cm, so at weak fields the zero-field tail can hide the field-induced one.
- With several valence bands at the same edge, each has its own $\mu$. Because $B\propto\sqrt\mu$, the lightest pair dominates deep in the tail if its matrix element is not zero. Field-induced band mixing is outside this treatment.
- The parabolic dispersion is used under the barrier, at imaginary wavevector. This requires $\Delta\ll E_g$, and for $\alpha$ itself the stricter condition $(\Delta/E_g)(B/F)\ll1$, because a small relative change of $B$ is multiplied by $B/F$ in the exponent. At $\Delta=100$ meV a two-band nonparabolic conduction band lowers $B$ by 2 to 3%, which raises the exponential factor by roughly 20% at 50 kV/cm, more than the difference between the two columns in that row of the table. As $\Delta$ approaches $E_g$, the process turns into interband tunnelling without light, which the two parabolas do not describe.

**Q:** And the absolute size of $\alpha$? An error in the optical factor would leave all your ratios untouched.

**A:** That factor was tested separately, without the field. The number of pairs excited at $\hbar\omega=0.90$ eV was followed with finite-time perturbation theory, summed over $\mathbf k$. Its growth rate gives 4804 cm⁻¹, in agreement with the formula to better than one part in a thousand. For comparison, at 100 kV/cm the absorption at the gap itself is 769 cm⁻¹, and 50 meV lower it is 67 cm⁻¹. The remaining numerical comparisons are in the output below.

## Calculated quantities

```
gap 0.80 eV, index 3.5, M^2/m0 4.0 eV
masses: electron 0.05, hole 0.20, reduced 0.040 m0
D = hbar^2/(2 mu) = 0.9525 eV nm^2
F 50 kV/cm: theta 28.77 meV, length 5.754 nm
F 100 kV/cm: theta 45.67 meV, length 4.567 nm
deficit 50 meV: photon 0.75 eV, B 152.7 kV/cm
  F 50 kV/cm: eta 1.738, B/F 3.055, tunnel length 10.0 nm
    alpha Airy 8.39 /cm, tail 10.48 /cm, tail/Airy 1.249
  F 100 kV/cm: eta 1.095, B/F 1.527, tunnel length 5.0 nm
    alpha Airy 66.94 /cm, tail 96.56 /cm, tail/Airy 1.442
deficit 100 meV: photon 0.70 eV, B 432.0 kV/cm
  F 50 kV/cm: eta 3.476, B/F 8.640, tunnel length 20.0 nm
    alpha Airy 0.01917 /cm, tail 0.02106 /cm, tail/Airy 1.099
  F 100 kV/cm: eta 2.190, B/F 4.320, tunnel length 10.0 nm
    alpha Airy 2.674 /cm, tail 3.168 /cm, tail/Airy 1.185
deficit 100 meV, F 100 kV/cm, the two Airy terms:
  Ai'^2 1.6878e-03, eta Ai^2 1.4838e-03, difference 2.0395e-04
eta 1: Airy/tail 0.6697, with correction 0.2917
eta 2: Airy/tail 0.8279, with correction 0.7496
eta 4: Airy/tail 0.9246, with correction 0.9115
eta 8: Airy/tail 0.9706, with correction 0.9687
eta 16: Airy/tail 0.9892, with correction 0.9889
correction coefficient at eta 30: 0.7019 (17/24 = 0.7083)
-slope of ln(alpha/F) vs 1/F, deficit 100 meV, F 20 kV/cm: 431.3 kV/cm
-slope of ln(alpha/F) vs 1/F, deficit 100 meV, F 100 kV/cm: 418.4 kV/cm
alpha at 0.90 eV without field: 4804.0 /cm, from time evolution 4804.2 /cm
alpha at the gap, F 100 kV/cm: 768.6 /cm
device 200 um, deficit 50 meV: loss 0.729 dB at 50 kV/cm
  loss 5.815 dB at 100 kV/cm, extinction 5.086 dB
largest relative error, diagonalization: 2.8e-04
largest relative error, propagator: 4.5e-14
largest relative error, overlap: 1.6e-15
```
